# Semilocal core potentials: local in radius, nonlocal in angle

## The result

A semilocal effective core potential replaces the inner electrons of an atom by an operator that gives each angular momentum $l$ of an outer electron its own radial potential $V_l(r)$:

$$\hat V=\sum_{l=0}^{\infty}V_l(r)\,\hat P_l,\qquad \hat P_l=\sum_{m=-l}^{l}|lm\rangle\langle lm| .$$

The projector $\hat P_l$ acts on the angles about one nucleus, which is the origin. The functions $V_l(r)$ are real. In position space the operator has the kernel

$$\boxed{\;\langle\mathbf r|\hat V|\mathbf r'\rangle=\frac{\delta(r-r')}{r^2}\sum_{l}V_l(r)\,\frac{2l+1}{4\pi}\,P_l(\cos\gamma)\;}\tag{1}$$

where $\gamma$ is the angle between $\mathbf r$ and $\mathbf r'$, and $P_l$ without a hat is the Legendre polynomial. The value of $\hat V\psi$ at $\mathbf r$ depends on $\psi$ on the sphere of radius $r$ through $\mathbf r$, and on no other sphere. The operator is therefore local in radius. It is an ordinary multiplicative potential exactly when all $V_l(r)$ are equal. In the practical form (2) below, where only finitely many channels differ from a common potential, unequal $V_l(r)$ make it nonlocal in angle. The name "semilocal" refers to the general case.

**Conventions.** $\Omega$ stands for a direction, and $d\Omega=\sin\theta\,d\theta\,d\phi$. A kernel acts as $(\hat V\psi)(\mathbf r)=\int\langle\mathbf r|\hat V|\mathbf r'\rangle\psi(\mathbf r')\,r'^2dr'\,d\Omega'$. For $r>0$, $\int_0^\infty\delta(r-r')\,dr'=1$. Numbers are in atomic units, hartree and bohr.

**The practical form.** In general the infinite sum in (1) is a distribution in the angles: if the $V_l$ grow at most like a power of $l$, it is meaningful after integration against a smooth function. In practice all channels above some $L$ share one potential, $V_l=V_{\rm loc}$ for $l>L$. Since the spherical harmonics are complete, $\sum_l\hat P_l=1$. Writing $V_l=V_{\rm loc}+D_l$, with $D_l=0$ for $l>L$, gives

$$\hat V=V_{\rm loc}(r)+\hat N,\qquad \hat N=\sum_{l=0}^{L}D_l(r)\hat P_l .\tag{2}$$

The first term has the kernel $V_{\rm loc}(r)\,\delta^3(\mathbf r-\mathbf r')$, and $\hat N$ is a finite sum.

## Facts about Legendre polynomials

Both derivations use the normalization of $P_l$. Define the polynomials by

$$G(x,t)=\frac1{\sqrt{1-2xt+t^2}}=\sum_{l}t^lP_l(x),\qquad |t|<1 .$$

At $x=1$, $G=1/(1-t)$, so $P_l(1)=1$. Polynomials of different $l$ are orthogonal on $[-1,1]$, because they are eigenfunctions of the self-adjoint Legendre operator with different eigenvalues. Integrating $G^2$ over $x$ therefore leaves the diagonal terms:

$$\sum_l t^{2l}\!\int_{-1}^{1}\!P_l^2\,dx=\int_{-1}^{1}\!\frac{dx}{1+t^2-2xt}=\frac1t\ln\frac{1+t}{1-t}=\sum_l\frac{2\,t^{2l}}{2l+1}.$$

Comparing powers of $t$,

$$\int_{-1}^{1}P_j(x)P_l(x)\,dx=\frac{2}{2l+1}\,\delta_{jl}.\tag{3}$$

The function $Y_{l0}$ is proportional to $P_l(\cos\theta)$. Its norm requires $2\pi\int P_l^2dx=4\pi/(2l+1)$ to be divided out, so

$$Y_{l0}(\theta)=\sqrt{\frac{2l+1}{4\pi}}\,P_l(\cos\theta).\tag{4}$$

## First derivation: summing over $m$

**Radius.** By definition of the projector,

$$(\hat V\psi)(r,\Omega)=\sum_{lm}V_l(r)\,Y_{lm}(\Omega)\int Y_{lm}^*(\Omega')\,\psi(r,\Omega')\,d\Omega'.\tag{5}$$

The same $r$ stands on both sides. To read off a kernel in three dimensions, write the function on the sphere as an integral over all radii:

$$\psi(r,\Omega')=\int_0^\infty\frac{\delta(r-r')}{r^2}\,\psi(r',\Omega')\,r'^2\,dr'.$$

This holds because the delta function sets $r'^2/r^2=1$. The factor $1/r^2$ thus compensates the volume element. Inserting it into (5) gives

$$\langle\mathbf r|\hat V|\mathbf r'\rangle=\frac{\delta(r-r')}{r^2}\sum_lV_l(r)\,S_l(\Omega,\Omega'),\qquad S_l=\sum_mY_{lm}(\Omega)Y_{lm}^*(\Omega').\tag{6}$$

**The sum does not change under rotation.** Let $R$ be a rotation. The angular Laplacian is unchanged by rotations, so $Y_{lm}(R\Omega)$ is again an eigenfunction with eigenvalue parameter $l$ and can be expanded in the same $2l+1$ functions:

$$Y_{lm}(R\Omega)=\sum_{m'}D_{m'm}\,Y_{lm'}(\Omega).$$

Rotations also leave $d\Omega$ unchanged, so the rotated functions are still orthonormal:

$$\delta_{mn}=\int Y_{lm}^*(R\Omega)Y_{ln}(R\Omega)\,d\Omega=\sum_{m'}D^*_{m'm}D_{m'n}.$$

This says $D^\dagger D=1$. For a finite square matrix, $DD^\dagger=1$ follows, and hence

$$S_l(R\Omega,R\Omega')=\sum_{m'm''}\Big(\sum_mD_{m'm}D^*_{m''m}\Big)Y_{lm'}(\Omega)Y^*_{lm''}(\Omega')=S_l(\Omega,\Omega').$$

**Evaluation at the pole.** Choose $R$ so that $\Omega'$ moves to the north pole. The other direction then has polar angle $\gamma$. For $m\neq0$ the function $Y_{lm}$ carries the factor $e^{im\phi}$. At the pole all $\phi$ describe the same point, so a continuous function with this factor must vanish there. The term $m=0$ remains, and (4) with $P_l(1)=1$ gives

$$S_l=Y_{l0}(\gamma)\,Y_{l0}(0)=\frac{2l+1}{4\pi}\,P_l(\cos\gamma).\tag{7}$$

This is the addition theorem. Equations (6) and (7) together are the result (1).

## Second derivation: symmetry and eigenvalues

This route does not sum over $m$. It asks which kernel is compatible with the symmetries of $\hat N$, and then fixes what is left by the eigenvalues.

**Commutation with $r$.** Each $\hat P_l$ acts on angles and each $D_l(r)$ multiplies, so $\hat N$ commutes with multiplication by $r$. For its kernel $K(\mathbf r,\mathbf r')$ this means

$$(r-r')\,K(\mathbf r,\mathbf r')=0 .$$

A distribution $T$ in one variable $x$ with $xT=0$ is a multiple of $\delta(x)$. To see this, take a fixed test function $\chi$ with $\chi(0)=1$. Any test function can be written $\varphi(x)=\varphi(0)\chi(x)+x\,\eta(x)$ with $\eta$ smooth, so $T(\varphi)=\varphi(0)\,T(\chi)$. Derivatives of $\delta$ are thereby excluded. With $x=r'-r$, and with $1/r^2$ split off for convenience,

$$K(\mathbf r,\mathbf r')=\frac{\delta(r-r')}{r^2}\,k(r;\Omega,\Omega').$$

At fixed $r$, $\hat N$ maps functions on the sphere into the finite-dimensional space of harmonics with $l\le L$, so $k$ is a finite combination of harmonics in $\Omega$. Since the $D_l$ are real, $\hat N$ is Hermitian, $k(r;\Omega,\Omega')=k(r;\Omega',\Omega)^*$, and the same holds in $\Omega'$. Thus $k$ is a continuous function of both directions.

**Commutation with rotations.** The harmonics of one $l$ are carried into each other by rotations, so every $\hat P_l$, and therefore $\hat N$, commutes with rotations. Then $k(r;R\Omega,R\Omega')=k(r;\Omega,\Omega')$. Two pairs of directions with the same mutual angle can be rotated into each other, so $k$ depends on the directions through $\cos\gamma$ alone: $k=k(r,\cos\gamma)$.

**Eigenvalues.** Apply $\hat N$ to $P_l(\cos\theta)$. This function has angular momentum $l$, so the outcome is $D_l(r)P_l(\cos\theta)$. Evaluate it at the north pole, where $\gamma=\theta'$ and $P_l(1)=1$:

$$D_l(r)=\int k(r,\cos\theta')\,P_l(\cos\theta')\,d\Omega'=2\pi\int_{-1}^{1}k(r,x)\,P_l(x)\,dx.\tag{8}$$

Legendre polynomials are complete on $[-1,1]$, so $k(r,x)=\sum_ja_j(r)P_j(x)$. With (3), equation (8) becomes $D_l=2\pi a_l\cdot2/(2l+1)$, or

$$a_l(r)=\frac{2l+1}{4\pi}\,D_l(r).$$

For $l>L$ the eigenvalue is zero and so is the coefficient. Hence

$$k(r,\cos\gamma)=\sum_{l=0}^{L}D_l(r)\,\frac{2l+1}{4\pi}\,P_l(\cos\gamma).\tag{9}$$

Adding $V_{\rm loc}(r)\,\delta^3(\mathbf r-\mathbf r')$ gives the kernel of (2). Choosing $D_l=1$ for a single $l$ and zero otherwise gives the kernel of $\hat P_l$ itself. Summing these kernels with weights $V_l(r)$ gives (1), with the sum read as a distribution if it is infinite.

## What each derivation assumes

Both rely on the fact that rotations map the harmonics of one $l$ among themselves, and both use the normalization (3). They differ in the rest.

The first starts from an explicit orthonormal basis. It needs the unitarity of the matrix $D$ and the behaviour of $Y_{lm}$ at the pole. It treats each $l$ separately, so it makes no assumption about how many channels differ from $V_{\rm loc}$. It also extends at once to an operator that is nonlocal in radius: if $V_l(r)$ is replaced by a radial integral kernel $v_l(r,r')$, acting with weight $r'^2dr'$, the sum over $m$ is unchanged and the full kernel is $\sum_lv_l(r,r')\,(2l+1)P_l(\cos\gamma)/(4\pi)$.

The second needs neither the explicit form of the harmonics with $m\ne0$ nor a sum over $m$; they enter only through the rotation invariance of $\hat P_l$. But it assumes that $k$ is an ordinary function with a Legendre expansion. The finite sum in (2) guarantees this. For the full $\hat V$ of (2) it fails wherever $V_{\rm loc}(r)\neq0$, since a multiplicative potential has a delta function in the angles. The first commutation step also fails for the radially nonlocal operator just described.

In exchange, the second derivation proves a converse. Suppose a Hermitian operator commutes with $r$ and with rotations, and its angular kernel $k(r,\cos\gamma)$ is square integrable. Then $k=\sum_ja_j(r)P_j(\cos\gamma)$, and since $(2j+1)P_j(\cos\gamma)/(4\pi)$ is the kernel of $\hat P_j$, the operator equals $\sum_jV_j(r)\hat P_j$ with $V_j=4\pi a_j/(2j+1)$, which by (3) is the integral (8). These are eigenvalues of a Hermitian operator and hence real. Within this class of operators the two symmetries force the semilocal form.

## When the angular nonlocality is real

A multiplicative potential commutes with $\cos\theta$. To test $\hat V$, one needs $\cos\theta\,Y_{l0}$. Differentiating the generating function gives $(1-2xt+t^2)\,\partial_tG=(x-t)\,G$. The coefficients of $t^l$ are

$$(l+1)P_{l+1}-2lxP_l+(l-1)P_{l-1}=xP_l-P_{l-1},$$

that is, $(2l+1)\,xP_l=(l+1)P_{l+1}+lP_{l-1}$. Converting to normalized functions with (4),

$$\langle l{+}1,0|\cos\theta|l,0\rangle=\frac{l+1}{2l+1}\sqrt{\frac{2l+1}{2l+3}}=\frac{l+1}{\sqrt{(2l+1)(2l+3)}} .$$

In the commutator, $\hat V$ acts after $\cos\theta$ on a state with $l+1$, and before it on a state with $l$. At fixed $r$,

$$\langle l{+}1,0|[\hat V,\cos\theta]|l,0\rangle=\big(V_{l+1}-V_l\big)\frac{l+1}{\sqrt{(2l+1)(2l+3)}} .\tag{10}$$

The fraction is never zero. If $\hat V$ is multiplicative at this $r$, neighbouring channels must agree, and so all $V_l(r)$ are equal. Conversely, if they are all equal, $\sum_l\hat P_l=1$ makes $\hat V$ multiplicative.

Not multiplicative is not yet the same as nonlocal: $V_l\propto l(l+1)$ gives the angular Laplacian, a differential operator whose kernel is concentrated at $\gamma=0$. For the practical form (2) the two coincide. If some $D_l(r)\neq0$, the kernel (9) is a nonzero polynomial of degree at most $L$ in $\cos\gamma$. It vanishes at no more than $L$ angles, so $\hat V\psi$ depends on $\psi$ over the whole sphere.

## Gold: the def2 core potential

The def2 effective core potential of gold replaces 60 electrons and leaves a valence charge of 19. It is used here without spin-orbit terms, so its channels are labelled by $l$ alone. The attraction $-19/r$ is multiplicative, is kept outside $\hat V$, and cancels in all differences between channels. The channels $l=0,1,2$ have their own potentials, and $V_{\rm loc}$ serves all $l\ge3$. Each potential is a sum of two Gaussians. In the s channel the terms of $V_{\rm loc}$ cancel against those in $D_0$, leaving

$$V_0(r)=426.847\,e^{-13.2051r^2}+37.007\,e^{-6.60255r^2}.$$

At $r=0.5$ bohr this is $15.723+7.103=22.826$ hartree. The channel potentials in hartree are:

| $r$ (bohr) | $V_0$ | $V_1$ | $V_2$ | $V_{\rm loc}$ |
|---|---|---|---|---|
| 0.25 | 211.494 | 155.365 | 89.151 | 27.054 |
| 0.50 | 22.826 | 26.450 | 23.638 | 12.048 |
| 1.00 | 0.051 | 0.152 | 0.370 | 0.725 |

The order of the channels reverses between the first and the last row. At 2 bohr, $V_{\rm loc}$ has fallen to 0.0004 hartree and the others are smaller still. The nonlocality is therefore short-ranged: the channels still differ by up to $0.725-0.051=0.674$ hartree at 1 bohr, but by less than 0.0004 hartree at 2 bohr.

**The angular kernel.** At $r=0.5$ bohr the differences are $D_0=10.778$, $D_1=14.402$ and $D_2=11.590$ hartree. For $\gamma=0$ all $P_l=1$, and (9) gives

$$k=\frac{10.778+3(14.402)+5(11.590)}{4\pi}=\frac{111.93}{12.566}=8.907\ \text{hartree/sr}.$$

At $90^\circ$ the kernel is $-1.448$ and at $180^\circ$ it is $2.031$ hartree/sr. The far side of the sphere contributes. Equation (8) recovers the differences $D_0$ and $D_1$ from these three values. Here $k$ is quadratic in $x=\cos\gamma$, and Simpson's rule is exact for polynomials up to third degree, which covers $kP_0$ and $kP_1$ (but not the quartic $kP_2$), so

$$D_0=\frac{2\pi}{3}\big[8.907+4(-1.448)+2.031\big]=10.78,\qquad D_1=\frac{2\pi}{3}\big[8.907-2.031\big]=14.40\ \text{hartree}.$$

**A zero that does not stay zero.** Let the angular function on this sphere be $f=1+\cos\theta$, a mixture of s and p. Each part is multiplied by its own potential:

$$\hat Vf=V_0+V_1\cos\theta .$$

At $\theta=180^\circ$, $f=0$, and a multiplicative potential would give zero. The core potential gives $22.826-26.450=-3.624$ hartree, or $-98.6$ eV. The commutator (10) measures the same difference: for $l=0$ it is $3.624/\sqrt3=2.092$ hartree. This shows that $\hat V$ is not multiplicative, but it does not by itself show nonlocality: the local operator with $V_l=l(l+1)$ gives $2\cos\theta=-2$ at the same point. The nonlocality is shown by the kernel above, which is nonzero away from $\gamma=0$.

The integral over the sphere appears explicitly in quantum Monte Carlo (QMC), where one evaluates $\hat V\psi/\psi$ at sampled positions. For one electron at $\mathbf r=(r,\Omega)$, with all others held fixed, (2) and (9) give

$$\frac{\hat V\psi}{\psi}=V_{\rm loc}(r)+\sum_{l=0}^{L}D_l(r)\,\frac{2l+1}{4\pi}\int P_l(\cos\gamma)\,\frac{\psi(r,\Omega')}{\psi(r,\Omega)}\,d\Omega' .$$

The electron is moved over its sphere while its distance from the nucleus is kept. In the example the ratio diverges as $\theta\to180^\circ$, because the numerator tends to the nonzero value $-3.624$ hartree while $f$ vanishes. Weighted by $f^2$ over the sphere, the ratio still has a finite mean, $(3V_0+V_1)/4=23.732$ hartree, and a finite variance, $3(V_1-V_0)^2/16=2.46$ hartree$^2$.

**A matrix element.** Take two normalized s Gaussians $g_A$ and $g_B$ with exponent 0.8 bohr$^{-2}$, centred at $A=(0,0,1.5)$ and $B=(1.2,0,0.9)$ bohr, with gold at the origin. Because of the radial delta function, one radial integral remains:

$$\langle A|\hat V|B\rangle=\int_0^\infty\! r^2dr\Big[V_{\rm loc}\!\int\! g_Ag_B\,d\Omega+\sum_{l=0}^{2}D_l\frac{2l+1}{4\pi}\!\iint\! g_A(r,\Omega)P_l(\cos\gamma)g_B(r,\Omega')\,d\Omega\,d\Omega'\Big].$$

The local part and the parts $l=0,1,2$ add up to

$$0.32820+0.38321+0.01732-0.00015=0.72858\ \text{hartree},$$

or 19.826 eV. The core-potential integral computed by pyscf agrees to all eight printed decimals.

The small negative part for $l=2$ can be traced. Both centres lie 1.5 bohr from gold, so on a sphere both Gaussians have the same expansion, $g_A=\sum_la_l(r)P_l(\cos\gamma_A)$, where $\gamma_A$ is measured from the direction of $A$, and likewise for $B$. Since $\hat P_l$ reproduces a function of angular momentum $l$, its kernel gives $\int P_l(\cos\gamma_A)P_l(\cos\gamma_B)\,d\Omega=\frac{4\pi}{2l+1}P_l(\cos\alpha)$, where $\alpha$ is the angle between the two centres. The part from channel $l$ is therefore

$$\frac{4\pi}{2l+1}\,P_l(\cos\alpha)\int_0^\infty r^2D_l(r)\,a_l(r)^2\,dr .$$

Here $\cos\alpha=0.9/1.5=0.6$ and $P_2(0.6)=(3\cdot0.36-1)/2=0.04$. This factor is small and positive, so the sign comes from the radial integral. By the table, $D_2$ is $+11.590$ hartree at 0.5 bohr but $0.370-0.725=-0.355$ hartree at 1 bohr. The negative result shows that the region of negative $D_2$ outweighs the inner one for these Gaussians.

The numerical check also tests the addition theorem and the factor $1/r^2$ separately.

## Computed results

```
Au: core electrons 60, valence charge 19
largest l with its own potential: 2
terms c r^p exp(-a r^2): p, a (bohr^-2), c (hartree bohr^-p)
  V_loc: 0, 4.789820, 30.490089
  V_loc: 0, 2.394910, 5.171074
  V_0-V_loc: 0, 13.205100, 426.846679
  V_0-V_loc: 0, 6.602550, 37.007083
  V_0-V_loc: 0, 4.789820, -30.490089
  V_0-V_loc: 0, 2.394910, -5.171074
  V_1-V_loc: 0, 10.452020, 261.199580
  V_1-V_loc: 0, 5.226010, 26.962496
  V_1-V_loc: 0, 4.789820, -30.490089
  V_1-V_loc: 0, 2.394910, -5.171074
  V_2-V_loc: 0, 7.851100, 124.790666
  V_2-V_loc: 0, 3.925550, 16.300726
  V_2-V_loc: 0, 4.789820, -30.490089
  V_2-V_loc: 0, 2.394910, -5.171074
r (bohr): V_0, V_1, V_2, V_3 (hartree)
  0.25: 211.49407, 155.36502, 89.15126, 27.05419
  0.50: 22.82607, 26.45007, 23.63847, 12.04840
  1.00: 0.05100, 0.15247, 0.37022, 0.72500
  2.00: 0.00000, 0.00000, 0.00000, 0.00036
angular kernel without V_loc, r=0.5 bohr (hartree/sr)
  gamma=0 deg: 8.90735
  gamma=60 deg: 2.00029
  gamma=90 deg: -1.44811
  gamma=180 deg: 2.03106
<1,0|[V,cos]|0,0> at r=0.5: 2.09232 hartree
<2,0|[V,cos]|1,0> at r=0.5: -1.45191 hartree
<3,0|[V,cos]|2,0> at r=0.5: -5.87724 hartree
theta=0 deg: f=2.000, Vf=49.27615 hartree
theta=90 deg: f=1.000, Vf=22.82607 hartree
theta=180 deg: f=0.000, Vf=-3.62400 hartree
Vf at 180 deg: -98.614 eV
s Gaussians: exponent 0.8 bohr^-2
centres (bohr): A=[0.0, 0.0, 1.5], B=[1.2, 0.0, 0.9]
<A|V|B> local part: 0.32819895 hartree
<A|V|B> part l=0: 0.38320825 hartree
<A|V|B> part l=1: 0.01731847 hartree
<A|V|B> part l=2: -0.00014666 hartree
<A|V|B> kernel total: 0.72857901 hartree
<A|V|B> pyscf: 0.72857901 hartree
<A|V|B> total: 19.82564 eV
Au-centred, exponent 1.0 bohr^-2, l=0..3 (hartree):
  24.511069, 3.787171, 0.834668, 0.274178
delta widths [0.02, 0.01] bohr: error ratio 3.9986
completeness, relative error at r=1.5 bohr: l<=2: 2.8e-01, l<=6: 3.0e-03, l<=16: 1.6e-11
addition theorem, largest error: 2.4e-15 (1/sr)
```
